\section*{Neon turned through 90 degrees by one or two copper atoms}

\section{Question}

I am working on an exercise about ion scattering from a metal surface. A 1 keV neon ion hits copper, and a detector sits at 90 degrees to the beam. The ion can get there by one collision with one copper atom, or by two successive collisions that each turn it through 45 degrees in the same plane. I am asked to compare the two final energies and to show that the double scattering retains more.

I expected the opposite. Each collision takes energy from the ion, so two collisions should cost more than one. I also don't see how to start without knowing the force between neon and copper. And if the claim is true, is it an accident of these two masses, and does it survive in a real surface, where the two copper atoms are neighbours?

\section{Answer}

Each collision does take energy, but for neon on copper a 45-degree collision takes only about 36% of what a 90-degree collision takes from an ion of the same energy. The force is not needed for the energies. It decides how closely the ion must be aimed to be turned through a given angle; once the angle is given, the conservation laws fix the energy.

\subsection{One collision}

Take an ion of mass $m$ and a free copper atom of mass $M$, initially at rest. The collision is elastic and the speeds are far below that of light. All angles are laboratory angles. Let $\mathbf p_0$ and $\mathbf p_1$ be the ion's momentum before and after, $E_0$ and $E_1$ its kinetic energies, $\theta$ the angle between $\mathbf p_0$ and $\mathbf p_1$, and $A=M/m$.

The atom receives the momentum $\mathbf q=\mathbf p_0-\mathbf p_1$, so energy conservation reads
\begin{equation}
E_0=E_1+\frac{|\mathbf q|^2}{2M},\qquad
|\mathbf q|^2=p_0^2+p_1^2-2p_0p_1\cos\theta .
\label{eq:balance}
\end{equation}
Divide by $E_0=p_0^2/2m$ and write $x=p_1/p_0$. Then $E_1/E_0=x^2$, and the factor $m/M$ in the recoil term is $1/A$:
\begin{equation}
1=x^2+\frac{1+x^2-2x\cos\theta}{A}.
\end{equation}
Multiplying by $A$ and collecting powers of $x$ gives
\begin{equation}
(1+A)x^2-2x\cos\theta-(A-1)=0 .
\label{eq:quad}
\end{equation}
The product of the two roots is $-(A-1)/(A+1)$. For $A>1$ this is negative, so just one root is positive, as a ratio of momentum magnitudes must be. The quantity under the square root is $\cos^2\theta+A^2-1=A^2-\sin^2\theta$. The retained energy fraction is therefore
\begin{equation}
K(\theta)=x^2=\left[\frac{\cos\theta+\sqrt{A^2-\sin^2\theta}}{1+A}\right]^2 .
\label{eq:K}
\end{equation}
It depends on the angle and the mass ratio, but not on the energy. A second 45-degree collision thus keeps the same fraction as the first, and the comparison is between $K(90^\circ)$ and $K(45^\circ)^2$.

\subsection{The numbers}

I take a $^{20}$Ne beam, $m=19.992$ u, and the mean copper mass, $M=63.546$ u, so $A=3.1786$. At 90 degrees the cosine vanishes and
\begin{equation}
K(90^\circ)=\frac{A^2-1}{(1+A)^2}=\frac{A-1}{A+1}
=\frac{2.1786}{4.1786}=0.5214 .
\end{equation}
The ion leaves with 521 eV, and the copper atom takes 479 eV.

At 45 degrees $\sin^2\theta=1/2$, and
\begin{equation}
K(45^\circ)=\left[\frac{0.7071+\sqrt{3.1786^2-0.5}}{4.1786}\right]^2
=(0.9108)^2=0.8296 .
\end{equation}
After the first collision the ion has 830 eV. After the second it has
\begin{equation}
E_2=E_0K(45^\circ)^2=1000\ \mathrm{eV}\times0.6883=688\ \mathrm{eV}.
\end{equation}
The two copper atoms take 170 eV and 141 eV. Double scattering leaves the ion with 167 eV more than single scattering, or 1.32 times the energy.

The word ``coplanar'' matters for the exit angle, not for the energy. Two 45-degree turns in one plane and in the same sense add to 90 degrees. With opposite senses they would restore the original direction, at the same 688 eV.

\subsection{Why two smaller kicks cost less}

The energy given to an atom grows as the square of the momentum given to it. Sharing a momentum change between two atoms can therefore reduce the cost. This idea can be made into a proof.

Let $\mathbf q_1$ and $\mathbf q_2$ be the two recoil momenta, and $x$ the momentum ratio for one 45-degree collision. With unit vectors $\mathbf n_0,\mathbf n_1,\mathbf n_2$ along the successive ion directions,
\begin{align}
\mathbf q_1&=p_0(\mathbf n_0-x\,\mathbf n_1),\\
\mathbf q_2&=xp_0(\mathbf n_1-x\,\mathbf n_2).
\end{align}
A rotation by 45 degrees carries $\mathbf n_0$ into $\mathbf n_1$ and $\mathbf n_1$ into $\mathbf n_2$. So $\mathbf q_2$ is $\mathbf q_1$ turned by 45 degrees and multiplied by $x$, which gives
\begin{equation}
\mathbf q_1\cdot\mathbf q_2=\frac{x|\mathbf q_1|^2}{\sqrt2}>0 .
\end{equation}
The total momentum given up is $\mathbf P=\mathbf q_1+\mathbf q_2$, and
\begin{equation}
|\mathbf q_1|^2+|\mathbf q_2|^2=|\mathbf P|^2-2\,\mathbf q_1\cdot\mathbf q_2<|\mathbf P|^2 .
\end{equation}
The energy lost is thus less than $|\mathbf P|^2/2M$. Let $k=E_2/E_0$ be the final fraction. Since the final momentum is perpendicular to the initial one, $|\mathbf P|^2=p_0^2(1+k)$. Dividing the loss by $E_0$,
\begin{equation}
1-k<\frac{1+k}{A}
\quad\Longrightarrow\quad
k>\frac{A-1}{A+1}=K(90^\circ).
\end{equation}
This holds for every $A>1$, so the result is no accident of neon and copper.

The same reasoning limits what two atoms can do. From $|\mathbf q_1-\mathbf q_2|^2\ge0$ it follows that $|\mathbf q_1|^2+|\mathbf q_2|^2\ge|\mathbf P|^2/2$. Hence, for a final angle of 90 degrees,
\begin{equation}
1-k\ge\frac{1+k}{2A}
\quad\Longrightarrow\quad
k\le\frac{2A-1}{2A+1}.
\label{eq:ceiling}
\end{equation}
For our masses this ceiling is 728 eV. It would require two equal, parallel kicks, as if the ion had struck one body of mass $2M$. The kicks in our double collision differ in direction by 45 degrees and in size by the factor $x$, so 688 eV lies below it.

\subsection{Other ways to divide the angle}

Suppose the turns are $\alpha$ and $90^\circ-\alpha$, with $0<\alpha<90^\circ$. Fractions multiply, so it is convenient to use $f=\ln K$. Write $s=\sin\theta$, $c=\cos\theta$ and $S=\sqrt{A^2-s^2}$. Then $f=2\ln(c+S)-2\ln(1+A)$ and $dS/d\theta=-sc/S$, so
\begin{equation}
f'(\theta)=\frac{2(-s-sc/S)}{c+S}
=-\frac{2s(S+c)}{S(c+S)}=-\frac{2s}{S}.
\label{eq:slope}
\end{equation}
As $\theta$ goes from 0 to 90 degrees, $s$ grows and $S$ shrinks. The slope therefore starts at zero and becomes steadily more negative: the first degrees of deflection are cheap and the later ones expensive.

Now $f(0)=0$. With $\beta=90^\circ-\alpha$,
\begin{equation}
f(\alpha)=\int_0^\alpha f'(t)\,dt>\int_0^\alpha f'(t+\beta)\,dt
=f(90^\circ)-f(\beta),
\end{equation}
because $f'$ falls with angle. Thus $f(\alpha)+f(\beta)>f(90^\circ)$, or $K(\alpha)K(\beta)>K(90^\circ)$: every such split beats the single collision.

The derivative of $f(\alpha)+f(90^\circ-\alpha)$ with respect to $\alpha$ is $f'(\alpha)-f'(90^\circ-\alpha)$. It is positive below 45 degrees and negative above, so the equal split retains the most. Other splits into two coplanar turns of the same sense give energies between 521 and 688 eV in this model. Turns of opposite sense, such as 100 degrees one way and 10 degrees back, are not covered by this argument and can leave the ion with less than 521 eV.

\subsection{Limiting cases}

For a very heavy target, $x\to1$ and the balance \eqref{eq:balance} gives a fractional loss of $2(1-\cos\theta)/A$ to leading order in $1/A$. One 90-degree turn then costs $2/A$, and two 45-degree turns cost $4(1-1/\sqrt2)/A=1.17/A$. Both losses vanish as $A$ grows, but their ratio tends to 0.59. For neon on copper the ratio is $311.7/478.6=0.65$.

As $A$ approaches 1 from above, $K(90^\circ)$ tends to zero, while $K(45^\circ)$ tends to $1/2$ and its square to $1/4$. The advantage is then most striking as a ratio. For $A<1$ the single-collision energy does not exist, because the square root in \eqref{eq:K} is imaginary at 90 degrees: a heavy ion cannot be turned that far by one lighter atom at rest. The comparison as posed needs $A>1$.

One may also divide the 90 degrees into $N$ equal separate turns. For small angles \eqref{eq:slope} gives $f'\simeq-2\theta/A$, so $f\simeq-\theta^2/A$. The sum is
\begin{equation}
N f\!\left(\frac{\pi}{2N}\right)\simeq-\frac{\pi^2}{4AN},
\end{equation}
which tends to zero for large $N$. In this elastic model, many gentle turns cost almost nothing.

\subsection{When the two copper atoms are neighbours}

The calculation assumed that the first collision is over before the second begins. To see whether this is reasonable, a force is needed. I use the universal (ZBL) screened Coulomb repulsion between neon and copper and integrate Newton's equations.

For isolated collisions, the impact parameters are 0.0220 nm for 90 degrees at 1 keV, 0.0439 nm for the first 45-degree turn, and 0.0469 nm for the second. The last is larger because the slower ion is deflected more easily. The trajectories end at 521.4, 829.6 and 688.3 eV, in agreement with \eqref{eq:K}. These energies do not depend on the force, but the impact parameters do: other common screening functions (Moli\`ere, Kr--C) give 0.021 to 0.024 nm for the 90-degree turn and 0.042 to 0.048 nm for the first 45-degree turn.

Next, place two free copper atoms 0.256 nm apart, roughly the neighbour distance in copper. Send the ion in at 45 degrees to the line joining them and ask for trajectories that leave at 45 degrees to it, a total turn of 90 degrees. Both atoms now act on the ion throughout. Two paths that begin with a close collision with the first atom were computed:
\begin{itemize}
\item On the double path, the ion skims from the first atom to the second and leaves with 688.2 eV. The recoils are 174.0 and 137.8 eV.
\item On the nearly single path, it leaves with 526.0 eV. The first atom takes 473.9 eV and the second 0.03 eV.
\end{itemize}

For this pair of atoms the double-path energy hardly moves, although the recoils are shared a little differently. That is consistent with the equal split being a maximum: small changes of split alter the energy only in second order. Other screening functions move the double energy by only 0.1 eV but the nearly single one between 523 and 527 eV. In a longer row the further atoms also deflect the ion slightly, and both energies rise by about 3 eV, to 691 and 529 eV.

The nearly single path gains about 4.7 eV over the isolated collision, which looks odd when the second atom receives just 0.03 eV. A small deflection $\delta$ by that atom gives it the energy $E_1\delta^2/A$, so
\begin{equation}
\delta\simeq\sqrt{\frac{3.1786\times0.03}{526}}=0.013\ \mathrm{rad}.
\end{equation}
The second atom pushes the departing ion further round, so the first need turn it by only $90^\circ$ less $\delta$. By \eqref{eq:slope}, the energy near 90 degrees changes by $1000\times0.5214\times2/\sqrt{A^2-1}=346$ eV per radian. The gain is then between 4 and 5 eV, which accounts for the shift.

\subsection{What a real surface changes}

Noble-gas ions of about 1 keV are used in low-energy ion scattering to analyse surfaces, so the example lies in a practical regime. The model leaves out several effects, which can be sized for these numbers.

\textbf{Electronic excitation.} This is the largest correction for a $^{20}$Ne beam among those sized here. If a collision also absorbs an energy $Q$, the balance becomes $E_0=E_1+|\mathbf q|^2/2M+Q$. At 90 degrees this means
\begin{equation}
E_1=\frac{(A-1)E_0-AQ}{A+1},
\end{equation}
so the ion's energy falls by $AQ/(1+A)$, not by $Q$; the recoil also becomes smaller. For $Q$ I use Firsov's formula, taken here as a rough estimate without derivation:
\begin{equation}
Q\simeq\frac{0.35\,(Z_1+Z_2)^{5/3}\,\hbar v/a_0}
{\left[1+0.16\,(Z_1+Z_2)^{1/3}r_0/a_0\right]^5},
\end{equation}
where $v$ is the ion speed before the collision, $r_0$ the closest approach, $a_0$ the Bohr radius, and $Z_1=10$, $Z_2=29$. It gives 24 eV for the single collision, and 17 and 14 eV for the double one. The final energies drop to about 503 and 662 eV. The double collision loses more to electrons in total, but the gap remains about 160 eV. The last digit of these energies depends on the loss model: the Oen--Robinson formula gives losses of about 20, 16 and 13 eV and final energies near 506 and 664 eV, with nearly the same gap.

\textbf{Thermal motion.} If the atom initially moves with velocity $\mathbf u$, its kinetic energy rises by $|\mathbf q|^2/2M+\mathbf q\cdot\mathbf u$. At 90 degrees $|\mathbf q|^2/2M=(E_0+E_1)/A$, so to first order in $u$ the ion's energy shifts by $-\mathbf q\cdot\mathbf u/(1+1/A)$. For a classical atom at temperature $T$, each velocity component has variance $k_BT/M$. With $E_r$ the recoil energy, the rms spread is
\begin{equation}
\Delta E=\frac{\sqrt{2E_rk_BT}}{1+1/A}
=\frac{\sqrt{2\times478.6\times0.0259}}{1.315}\ \mathrm{eV}=3.8\ \mathrm{eV}
\end{equation}
at 300 K. Sampling moving targets gives 3.8 eV for the single collision and 3.4 eV for the double one, both far smaller than the gap. These figures include the atoms' thermal velocities, but not their displacements from the lattice sites. Since 300 K lies below the Debye temperature of copper, about 340 K, quantum motion raises them by some 3%, to 3.9 and 3.5 eV.

\textbf{Isotopes.} For $^{20}$Ne, the two copper isotopes give 518 and 529 eV after single scattering, and 686 and 694 eV when both atoms of a double collision are of the same isotope. A beam that is not mass-selected also contains $^{22}$Ne, for which the energies are 482 to 494 eV and 660 to 668 eV. For single scattering this shift, about 35 eV, exceeds the electronic one of about 18 eV; for double scattering both are about 26 eV. The beam isotope should therefore be specified. The lowest of these double energies is still well above the highest single one.

\textbf{Binding in the solid.} The first 45-degree encounter lasts about 1.2 fs, estimated as twice the closest approach divided by the ion speed. A lattice vibration takes roughly 140 fs. The copper atom therefore has little time to respond to its spring-like bonds, which supports treating it as free. The trajectories omit forces between copper atoms and all further atoms of the surface.

None of this says how many ions follow each path. That depends on the impact parameters, the arrangement of the surface atoms and, if the detector accepts only ions, on how many stay charged. What the comparison fixes is the energy: at the same 90-degree exit, separate elastic collisions leave the ion with 688 eV after two coplanar 45-degree turns and 521 eV after one 90-degree turn. Not every double path does so well: two 70-degree turns in different planes can also exit at 90 degrees, and they leave only 427 eV. The numerical output below lists the main values used here.

\section*{Computed values}
\begin{verbatim}
ion energy E0 = 1000 eV
masses: 20Ne 19.992 u, Cu 63.546 u; ratio A = 3.1786
K(90) = 0.5214, K(45) = 0.8296, K(45)^2 = 0.6883
energy after one 90-degree collision = 521.4 eV
energy after first 45-degree collision = 829.6 eV
energy after second 45-degree collision = 688.3 eV
double minus single = 166.9 eV
double / single = 1.320
recoil energy, single = 478.6 eV
recoil energies, double = 170.4 and 141.3 eV
ceiling for two free atoms at 90 degrees = 728.2 eV
trajectory energies: single 521.4, first 829.6, double 688.3 eV
impact parameter, 90 degrees = 0.0220 nm
impact parameters, 45 degrees = 0.0439 then 0.0469 nm
closest approach: 90 deg 0.0505, first 45 deg 0.0606 nm
row spacing = 0.256 nm
row, nearly single path: b = 0.0223 nm, energy 526.0 eV
row, nearly single path: recoils 473.9 and 0.03 eV
row, double path: b = 0.0436 nm, energy 688.2 eV
row, double path: recoils 174.0 and 137.8 eV
Firsov loss, single = 24 eV
Firsov losses, double = 17 and 14 eV
final energy with Firsov loss: single 503, double 662 eV
temperature = 300 K, kT = 0.0259 eV
thermal rms spread: single 3.8 (formula 3.8), double 3.4 eV
20Ne on 63Cu: single 517.8, double 685.7 eV
20Ne on 65Cu: single 529.2, double 693.9 eV
22Ne on 63Cu: single 482.1, double 659.5 eV
22Ne on 65Cu: single 494.0, double 668.3 eV
passage time, first 45-degree collision = 1.23 fs
vibration period at rough Debye temperature 340 K = 141 fs
\end{verbatim}
